\section*{Intrinsic Hall conductivity of the exchange-split two-dimensional Rashba gas}

\section*{Setting}

Electrons move in a plane with effective mass $m$, Rashba coupling $\alpha$ and an exchange field along the normal. For wavevector $\mathbf k=(k_x,k_y)$ the Hamiltonian is
\begin{equation}
H(\mathbf k)=\frac{k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x)+\Delta\sigma_z ,\qquad m,\alpha,\Delta>0 .
\label{eq:H}
\end{equation}
Hartree atomic units are used, with $\hbar=e=1$, so the electron charge is $-1$ and $e^2/h=1/2\pi$. Electrons do not interact beyond the fixed exchange field, the temperature is zero, and $\mu$ is the Fermi energy. Two abbreviations are used throughout:
\begin{equation}
\lambda(k)=\sqrt{\Delta^2+\alpha^2k^2},\qquad \varepsilon=m\alpha^2 .
\end{equation}
Both are energies. The ratio $\varepsilon/\Delta$ measures the strength of the spin-orbit coupling against the exchange field. The window $-\Delta<\mu<\Delta$ is called the exchange gap.

The Hall conductivity is defined by $j_x=\sigma_{xy}E_y$. Its intrinsic part is the response of the perfect crystal with the electrons kept in their equilibrium occupation.

\section*{Part (a): the bands}

\textbf{Question.} Find the two bands and the bottom of each. Is the exchange gap a true gap of the spectrum?

\textbf{Answer.} Write $H=k^2/2m+\mathbf d\cdot\boldsymbol\sigma$ with $\mathbf d=(\alpha k_y,-\alpha k_x,\Delta)$. Since $(\mathbf d\cdot\boldsymbol\sigma)^2=|\mathbf d|^2=\lambda^2$, the eigenvalues of $\mathbf d\cdot\boldsymbol\sigma$ are $\pm\lambda$, and
\begin{equation}
E_\pm(k)=\frac{k^2}{2m}\pm\lambda(k).
\end{equation}
Both terms of $E_+$ grow with $k$, so its bottom is $E_+(0)=\Delta$. For the lower band take $s=k^2$ as the variable:
\begin{equation}
\frac{dE_-}{ds}=\frac1{2m}-\frac{\alpha^2}{2\lambda}=\frac{1}{2m}\left(1-\frac{\varepsilon}{\lambda}\right).
\end{equation}
Because $\lambda\ge\Delta$, there are two cases. If $\varepsilon\le\Delta$, the derivative is positive for all $k>0$ and the bottom is $E_-(0)=-\Delta$. If $\varepsilon>\Delta$, the derivative is negative for $\lambda<\varepsilon$ and positive for $\lambda>\varepsilon$, so the minimum is a ring on which $\lambda=\varepsilon$. From $k^2=(\lambda^2-\Delta^2)/\alpha^2$,
\begin{equation}
\frac{k^2}{2m}=\frac{\lambda^2-\Delta^2}{2\varepsilon},
\label{eq:kin}
\end{equation}
and the ring lies at
\begin{equation}
E_{\min}=\frac{\varepsilon^2-\Delta^2}{2\varepsilon}-\varepsilon=-\frac{\varepsilon}{2}-\frac{\Delta^2}{2\varepsilon}.
\end{equation}
The exchange gap is not a gap of the spectrum. It separates the two levels at $k=0$, but the lower band rises without limit at large $k$ and crosses the whole window. The system is a metal there.

\section*{Part (b): the response to a field}

\textbf{Question.} Show that a weak static field $E_y$ gives an electron in band $n$ a transverse velocity $E_y\Omega_n$, where
\begin{equation}
\Omega_n=i\big(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\big),\qquad \partial_x\equiv\frac{\partial}{\partial k_x},
\label{eq:Om}
\end{equation}
and express $\sigma_{xy}$ through $\Omega_n$.

\textbf{Answer.} Describe the field by a uniform vector potential, $\mathbf E=-\dot{\mathbf A}$. For charge $-1$ the kinetic wavevector is $\mathbf k=\mathbf p+\mathbf A$ with $\mathbf p$ conserved. Hence $\dot{\mathbf k}=\dot{\mathbf A}=-\mathbf E$, and the state evolves under $H(\mathbf k(t))$.

Let $|n\rangle$ be the occupied eigenstate at the current $\mathbf k$ and $|m\rangle$ the other one. Write
\begin{equation}
|\psi\rangle=e^{-i\int E_n dt}\big(a|n\rangle+c|m\rangle\big),
\end{equation}
with $c$ of first order in the field. Project $i\partial_t|\psi\rangle=H|\psi\rangle$ on $\langle m|$. For a field switched on slowly, $\dot c$ and $c\langle m|\dot m\rangle$ are of higher order and drop out, leaving
\begin{equation}
i a\langle m|\dot n\rangle+E_nc=E_mc
\quad\Rightarrow\quad
c=\frac{ia\langle m|\dot n\rangle}{E_m-E_n}.
\end{equation}
To this order $|a|=1$. The velocity operator is $\partial_xH$, so
\begin{equation}
v_x=\partial_xE_n+\big[a^*c\,\langle n|\partial_xH|m\rangle+\text{c.c.}\big].
\end{equation}
Differentiating $H|n\rangle=E_n|n\rangle$ and projecting on $\langle m|$ gives
\begin{equation}
\langle m|\partial_xH|n\rangle=(E_n-E_m)\langle m|\partial_xn\rangle ,
\label{eq:off}
\end{equation}
whose complex conjugate is $\langle n|\partial_xH|m\rangle=(E_n-E_m)\langle\partial_xn|m\rangle$. The energy denominators cancel up to a sign, and the bracket becomes
\begin{equation}
-i\langle\partial_xn|m\rangle\langle m|\dot n\rangle+\text{c.c.}
=-i\big(\langle\partial_xn|\dot n\rangle-\langle\dot n|\partial_xn\rangle\big).
\end{equation}
In the last step $|m\rangle\langle m|=1-|n\rangle\langle n|$. The subtracted term does not contribute: $\langle\partial_xn|n\rangle$ and $\langle n|\dot n\rangle$ are both imaginary by normalization, their product is real, and $-i$ times a real number cancels against its conjugate. With $|\dot n\rangle=\dot k_y|\partial_yn\rangle$ and $\dot k_y=-E_y$,
\begin{equation}
v_x=\partial_xE_n-\dot k_y\Omega_n=\partial_xE_n+E_y\Omega_n .
\end{equation}
The band velocity $\partial_xE_n$ is odd in $\mathbf k$ and sums to zero over the equilibrium occupation $f_n$. Multiplying the rest by the charge $-1$ and summing over states gives
\begin{equation}
\sigma_{xy}=-\int\frac{d^2k}{(2\pi)^2}\sum_nf_n\Omega_n .
\label{eq:sig}
\end{equation}
The derivation needs a small admixture $c$. By (\ref{eq:off}), $|c|$ is at most of order $\alpha E_y/\Delta^2$, so the field must satisfy $\alpha E_y\ll\Delta^2$.

\section*{Part (c): Berry curvature and a filled disc}

\textbf{Question.} Compute $\Omega_\pm$. What does a disc of occupied states, $k<K$, contribute to $\sigma_{xy}$ in each band?

\textbf{Answer.} Insert $|m\rangle\langle m|$ in (\ref{eq:Om}); the $|n\rangle\langle n|$ part cancels as before. With (\ref{eq:off}) and $(E_n-E_m)^2=4\lambda^2$,
\begin{equation}
\Omega_n=\frac{i}{4\lambda^2}\big[\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle-\text{c.c.}\big]
=-\frac{1}{2\lambda^2}\,\mathrm{Im}\,\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle .
\end{equation}
Here $\partial_xH=k_x/m-\alpha\sigma_y$ and $\partial_yH=k_y/m+\alpha\sigma_x$. The terms proportional to the unit matrix vanish between orthogonal states, so the product is
\begin{equation}
-\alpha^2\langle n|\sigma_y|m\rangle\langle m|\sigma_x|n\rangle
=-\alpha^2\big[\langle\sigma_y\sigma_x\rangle_n-\langle\sigma_y\rangle_n\langle\sigma_x\rangle_n\big].
\end{equation}
The second term is real. In the first, $\sigma_y\sigma_x=-i\sigma_z$, so the imaginary part of the product is $+\alpha^2\langle\sigma_z\rangle_n$. The spin component follows from $\langle\sigma_z\rangle_\pm=\partial E_\pm/\partial\Delta=\pm\Delta/\lambda$. Therefore
\begin{equation}
\Omega_\pm=-\frac{\alpha^2\langle\sigma_z\rangle_\pm}{2\lambda^2}=\mp\frac{\alpha^2\Delta}{2\lambda^3}.
\end{equation}
The two bands have opposite curvature at each $\mathbf k$. Its magnitude is largest at $k=0$ and decreases steadily with $k$ on the scale $\Delta/\alpha$: it is down to $2^{-3/2}\approx0.35$ of its peak at $\alpha k=\Delta$ and decays as $k^{-3}$ for $\alpha k\gg\Delta$. Reversing the exchange field reverses its sign, and without exchange it vanishes for $k\neq0$.

For a disc in the lower band, (\ref{eq:sig}) and $\alpha^2k\,dk=\lambda\,d\lambda$ give
\begin{equation}
-\frac{1}{2\pi}\int_0^K k\,dk\,\frac{\alpha^2\Delta}{2\lambda^3}
=-\frac1{2\pi}\int_\Delta^{\lambda(K)}\frac{\Delta\,d\lambda}{2\lambda^2}
=-\frac{e^2}{2h}\left[1-\frac{\Delta}{\lambda(K)}\right].
\label{eq:disc}
\end{equation}
A disc in the upper band gives the same with a plus sign. Since $\Delta/\lambda$ is the cosine of the angle between the spin axis and the normal, a disc contributes the more, the further the spin has turned into the plane at its edge. Its magnitude stays below $e^2/2h$.

\section*{Part (d): the Fermi lines}

\textbf{Question.} Find $\lambda$ on every Fermi line as a function of $\mu$, and say which states are occupied.

\textbf{Answer.} With (\ref{eq:kin}), the condition $E_\pm=\mu$ is quadratic in $\lambda$:
\begin{equation}
\lambda^2\pm2\varepsilon\lambda-(\Delta^2+2\varepsilon\mu)=0 .
\end{equation}
Define
\begin{equation}
R=\sqrt{\varepsilon^2+\Delta^2+2\varepsilon\mu}.
\end{equation}
A root belongs to a real wavevector if $\lambda\ge\Delta$.

\emph{Upper band.} The roots are $-\varepsilon\pm R$, and the lower sign is negative. The root $R-\varepsilon$ is admissible if $R\ge\varepsilon+\Delta$. Squaring gives $2\varepsilon\mu\ge2\varepsilon\Delta$, that is $\mu\ge\Delta$. The occupied states then form a disc.

\emph{Lower band, $\mu>-\Delta$.} The roots are $\varepsilon\pm R$. Now $R^2>(\varepsilon-\Delta)^2$, so $R>|\varepsilon-\Delta|$. Hence $\varepsilon+R>\Delta$ is admissible and $\varepsilon-R<\Delta$ is not. The level at $k=0$ is occupied, and the occupied states form a disc with edge $\lambda=\varepsilon+R$.

\emph{Lower band, $E_{\min}<\mu<-\Delta$.} This range exists if $\varepsilon>\Delta$. Now $R<\varepsilon-\Delta$, so both roots exceed $\Delta$. The level at $k=0$ is empty, and the occupied states form an annulus between $\lambda=\varepsilon-R$ and $\lambda=\varepsilon+R$.

\section*{Part (e): conductivity against Fermi energy}

\textbf{Question.} Give $\sigma_{xy}(\mu)$ in all regimes and check that it is continuous.

\textbf{Answer.} Let $\sigma_{xy}=-(e^2/2h)\,F(\mu)$. Each regime follows from (\ref{eq:disc}).

In the exchange gap there is one disc:
\begin{equation}
F=1-\frac{\Delta}{R+\varepsilon},\qquad -\Delta\le\mu\le\Delta .
\label{eq:gap}
\end{equation}
Above the gap the upper disc is subtracted from the lower one:
\begin{align}
F&=\left[1-\frac{\Delta}{R+\varepsilon}\right]-\left[1-\frac{\Delta}{R-\varepsilon}\right]
=\frac{2\varepsilon\Delta}{R^2-\varepsilon^2}\nonumber\\
&=\frac{2\varepsilon\Delta}{\Delta^2+2\varepsilon\mu},\qquad \mu>\Delta .
\label{eq:above}
\end{align}
Below the gap, for $\varepsilon>\Delta$, the annulus is the difference of two lower-band discs:
\begin{equation}
F=\frac{\Delta}{\varepsilon-R}-\frac{\Delta}{\varepsilon+R},\qquad E_{\min}<\mu<-\Delta .
\label{eq:below}
\end{equation}

At $\mu=\Delta$ one has $R=\varepsilon+\Delta$. Equation (\ref{eq:gap}) gives $1-\Delta/(2\varepsilon+\Delta)=2\varepsilon/(2\varepsilon+\Delta)$, and (\ref{eq:above}) gives the same after cancelling $\Delta$. At $\mu=-\Delta$ with $\varepsilon>\Delta$, $R=\varepsilon-\Delta$; the first term of (\ref{eq:below}) is then 1, and the expression agrees with (\ref{eq:gap}). At the ring minimum $R=0$ and $F=0$. For $\varepsilon\le\Delta$ the band starts at $\mu=-\Delta$, where $R+\varepsilon=\Delta$ and again $F=0$.

\section*{Part (f): the largest magnitude}

\textbf{Question.} At which Fermi energy is $|\sigma_{xy}|$ largest, and how large is it? Is the maximum in the interior of the exchange gap?

\textbf{Answer.} $R$ increases with $\mu$, with $dR/d\mu=\varepsilon/R$. In (\ref{eq:below}) a larger $R$ raises the first term and lowers the subtracted one, so $F$ rises. In (\ref{eq:gap}) it also rises. In (\ref{eq:above}) the denominator grows and $F$ falls. As $F$ is continuous, its single maximum is at $\mu=\Delta$, for every ratio $\varepsilon/\Delta$:
\begin{equation}
|\sigma_{xy}|_{\max}=\frac{e^2}{2h}\,\frac{2\varepsilon}{2\varepsilon+\Delta}
=\frac{e^2}{2h}\,\frac{1}{1+\Delta/2\varepsilon}.
\label{eq:peak}
\end{equation}
The maximum is therefore at the upper edge of the exchange gap, not in its interior. It is a cusp, because the slopes on the two sides differ in sign and neither vanishes:
\begin{equation}
\left.\frac{dF}{d\mu}\right|_{\Delta^-}=\frac{\varepsilon\Delta}{(\varepsilon+\Delta)(2\varepsilon+\Delta)^2},\qquad
\left.\frac{dF}{d\mu}\right|_{\Delta^+}=-\frac{4\varepsilon^2}{\Delta(2\varepsilon+\Delta)^2}.
\end{equation}
The cause is the onset of the upper band. Up to $\mu=\Delta$, added electrons enter lower-band states whose curvature has one sign. Beyond it they also fill the upper band from $k=0$, where its opposite curvature is largest. For weak spin-orbit coupling, $\varepsilon\ll\Delta$, the peak is small, about $(e^2/2h)(2\varepsilon/\Delta)$.

\section*{Part (g): strong spin-orbit coupling}

\textbf{Question.} What happens to $\sigma_{xy}$ when $\varepsilon/\Delta\to\infty$, inside and outside the exchange gap? Is the limiting value in the gap a quantized conductivity?

\textbf{Answer.} In the gap the relative shortfall from $e^2/2h$ is $1-F=\Delta/(R+\varepsilon)$. For $\varepsilon>\Delta$, $R$ runs from $\varepsilon-\Delta$ to $\varepsilon+\Delta$ across the gap, so
\begin{equation}
\frac{\Delta}{2\varepsilon+\Delta}\le1-F\le\frac{\Delta}{2\varepsilon-\Delta}.
\end{equation}
Both bounds tend to zero. The whole window becomes a plateau at $\sigma_{xy}\to-e^2/2h$, approached from smaller magnitude.

Outside the window the limit is different. At fixed $\mu>\Delta$, (\ref{eq:above}) tends to $F=\Delta/\mu$. At fixed $\mu<-\Delta$, combine the fractions in (\ref{eq:below}) and use $\varepsilon^2-R^2=2\varepsilon|\mu|-\Delta^2$:
\begin{equation}
F=\frac{2R\Delta}{2\varepsilon|\mu|-\Delta^2}\longrightarrow\frac{\Delta}{|\mu|},
\end{equation}
since $R/\varepsilon\to1$. The plateau thus has a tail on each side. Its width is $2\Delta$: if $\Delta\to0$ at fixed $\mu\ne0$, the Fermi energy leaves the window and $\sigma_{xy}$ vanishes.

The plateau value is not quantized. The lower band has a Fermi line at $\lambda_F=\varepsilon+R$, where the spin keeps a component $\langle\sigma_z\rangle_-=-\Delta/\lambda_F$ along the normal. The curvature enclosed by this line integrates to the Berry phase $\pi(1-\Delta/\lambda_F)$, which approaches $\pi$ as the spin turns into the plane but depends continuously on $\mu$, $\alpha$ and $\Delta$.

\section*{Part (h): numbers}

\textbf{Question.} Take the round model parameters $m=1$, $\alpha=0.1$ and $\Delta=0.002$ hartree (54 meV). Find the peak conductivity in siemens and describe the curve $\sigma_{xy}(\mu)$.

\textbf{Answer.} Here $\varepsilon=1\times0.1^2=0.01$ hartree, so $\varepsilon/\Delta=5$ and the lower band has a ring minimum at
\begin{equation}
E_{\min}=-(0.005+0.0002)=-0.0052\ \text{hartree}=-2.6\,\Delta .
\end{equation}
At the peak, $\mu=\Delta$, in hartree,
\begin{align}
R&=\sqrt{0.01^2+0.002^2+2(0.01)(0.002)}=0.012,\\
\lambda_F&=0.012+0.010=0.022 .
\end{align}
The Fermi wavevector is $k_F=\sqrt{0.022^2-0.002^2}/0.1=0.219$ bohr$^{-1}$. The conductivity is
\begin{equation}
\sigma_{xy}=-\frac{e^2}{2h}\left(1-\frac{0.002}{0.022}\right)=-0.909\,\frac{e^2}{2h}.
\end{equation}
With $e^2/2h=1.937\times10^{-5}$ S this is $-1.761\times10^{-5}$ S. The rest of the curve, in units of $e^2/2h$, is:

\begin{center}
\begin{tabular}{rrrr}
\hline
$\mu/\Delta$ & lower band & upper band & total\\
\hline
$-2.5$ & $-0.083$ & $0$ & $-0.083$\\
$-1.5$ & $-0.474$ & $0$ & $-0.474$\\
$-1.0$ & $-0.889$ & $0$ & $-0.889$\\
$0.0$ & $-0.901$ & $0$ & $-0.901$\\
$1.0$ & $-0.909$ & $0$ & $-0.909$\\
$2.0$ & $-0.915$ & $0.439$ & $-0.476$\\
$5.0$ & $-0.927$ & $0.731$ & $-0.196$\\
\hline
\end{tabular}
\end{center}

The magnitude climbs steeply below the gap, while the hole of the annulus closes over the region of large curvature. Across the gap it changes by only 0.02, since the outer Fermi line moves through states of small curvature. Above the gap the lower band contributes almost the same as before, and the fall comes from the upper band.

The approach to the limit is seen at $\mu=0$: the magnitude is 0.586, 0.901, 0.990 and 0.999 for $\varepsilon/\Delta=1$, 5, 50 and 500. At $\varepsilon/\Delta=500$ and $\mu=3\Delta$ a numerical sum over states gives $-0.333$, in agreement with the tail $-\Delta/\mu$.

The numerical check checks the sign of the response by propagating a state in a slowly switched field, and the conductivity by summing over numerically diagonalized states. These checks concern the intrinsic part in the model (\ref{eq:H}). Impurities add side-jump and skew-scattering contributions, which are not derived here and need not be small. For weak white-noise disorder with both bands occupied, $\mu>\Delta$, the vertex corrections of the ladder approximation cancel the intrinsic value (\ref{eq:above}) completely as the disorder strength tends to zero. The fall above the cusp and the upper tail therefore describe the intrinsic part only, and the values above are not predictions of the total measured Hall conductivity.

\section*{Calculated quantities}
\begin{verbatim}
mass m = 1.0 electron masses
Rashba parameter alpha = 0.100 a.u.
exchange energy Delta = 0.0020 hartree
Delta converted = 54.42 meV
eso = m alpha^2 = 0.0100 hartree
eso/Delta = 5.00
band bottom = -0.00520 hartree
band bottom / Delta = -2.600
R at mu=Delta = 0.01200 hartree
lambda on Fermi line at mu=Delta = 0.02200 hartree
Fermi wavevector at mu=Delta = 0.21909 1/bohr
mu/Delta; sigma_xy lower band, upper band, total (e^2/2h)
 -2.5  -0.08333   0.00000  -0.08333
 -2.0  -0.25784   0.00000  -0.25784
 -1.5  -0.47380   0.00000  -0.47380
 -1.0  -0.88889   0.00000  -0.88889
 -0.5  -0.89564   0.00000  -0.89564
  0.0  -0.90098   0.00000  -0.90098
  0.5  -0.90537   0.00000  -0.90537
  1.0  -0.90909   0.00000  -0.90909
  1.5  -0.91230   0.28730  -0.62500
  2.0  -0.91513   0.43894  -0.47619
  3.0  -0.91989   0.59731  -0.32258
  5.0  -0.92710   0.73102  -0.19608
peak sigma_xy = -0.90909 e^2/2h
e^2/2h = 1.93702e-05 S
peak sigma_xy converted = -1.7609e-05 S
Kubo peak position, strong case = 1.0 Delta
Kubo peak position, weak case = 1.0 Delta
eso/Delta; sigma_xy at mu/Delta = -0.9, 0, 1 (e^2/2h), Berry phase
   1  -0.30902  -0.58579  -0.66667
   5  -0.89039  -0.90098  -0.90909
  50  -0.98991  -0.99000  -0.99010
 500  -0.99900  -0.99900  -0.99900
eso/Delta=500, mu=3 Delta, Kubo: -0.3332 e^2/2h
propagated / predicted velocity = 0.99996
largest Kubo-formula difference = 4.4e-05 e^2/h
\end{verbatim}
